# Fermi-Amaldi exchange: one and two electrons, tail, and distant fragments: test program

```python
# Result under test: the Fermi-Amaldi functional E_FA[n] = -U[n]/N
#  - equals exact exchange for one electron and for a doubly occupied orbital,
#    but not for a two-electron triplet;
#  - has the fixed-N potential -v_H/N, which tends to -1/r;
#  - is not size consistent, even where exact exchange is additive.
# U: Hartree energy, v_H: Hartree potential, N: electron number.
# Exact exchange: <determinant|V_ee|determinant> - U.
# Orbitals are built from Gaussians exp(-alpha r^2). Hartree atomic units.
from itertools import combinations, permutations
import numpy as np
from pyscf import gto
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ALPHA_A, ALPHA_B = 1.0, 0.25
R_MAX, K_MAX = 14.0, 14.0


def gauss_grid(count, upper):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (nodes + 1), 0.5 * upper * weights


r, w_r = gauss_grid(400, R_MAX)
k, w_k = gauss_grid(400, K_MAX)
unit_x, unit_w = gauss_grid(120, 1.0)
fourier_kernel = 4 * np.pi * np.sinc(np.outer(k, r) / np.pi) * (w_r * r**2)


def cloud(radius, alpha, electrons):
    """Density of electrons that all occupy one Gaussian orbital."""
    return electrons * (2 * alpha / np.pi)**1.5 * np.exp(-2 * alpha * radius**2)


def hartree_energy(density, other=None, distance=0.0):
    """U of one or two spherical densities, from their Fourier transforms."""
    first = fourier_kernel @ density
    power = first**2
    if other is not None:
        second = fourier_kernel @ other
        power = power + second**2
        power = power + 2 * first * second * np.sinc(k * distance / np.pi)
    return w_k @ power / np.pi


def number(density):
    return 4 * np.pi * (w_r @ (r**2 * density))


def fermi_amaldi(density, other=None, distance=0.0):
    total = number(density) + (0.0 if other is None else number(other))
    return -hartree_energy(density, other, distance) / total


def hartree_potential(density_function, radius):
    """Potential of a spherical density, by direct radial integration."""
    radius = np.atleast_1d(np.asarray(radius, dtype=float))
    cut = np.minimum(radius, R_MAX)
    inside = cut[:, None] * unit_x
    outside = cut[:, None] + (R_MAX - cut)[:, None] * unit_x
    q_in = (inside**2 * density_function(inside)) @ unit_w * cut
    v_out = (outside * density_function(outside)) @ unit_w * (R_MAX - cut)
    return 4 * np.pi * (q_in / radius + v_out)


def orbital_system(sites, rotation=None):
    """Orthonormal orbitals and their two-electron integrals (ij|kl)."""
    atoms = [(f"H{i + 1}", (0.0, 0.0, z)) for i, (z, _) in enumerate(sites)]
    basis = {f"H{i + 1}": [[0, [a, 1.0]] for a in exponents]
             for i, (_, exponents) in enumerate(sites)}
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", spin=None, verbose=0)
    values, vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
    coeff = vectors @ np.diag(values**-0.5) @ vectors.T
    if rotation is not None:
        coeff = coeff @ rotation
    integrals = np.einsum("pi,qj,rk,sl,pqrs->ijkl", coeff, coeff, coeff, coeff,
                          mol.intor("int2e"), optimize=True)
    return mol, coeff, integrals


def determinant_repulsion(integrals, occupied):
    """<V_ee> by the explicit permutation sum; occupied = (orbital, spin)."""
    count, total = len(occupied), 0.0
    for perm in permutations(range(count)):
        sign = round(np.linalg.det(np.eye(count)[list(perm)]))
        for i, j in combinations(range(count), 2):
            rest_fixed = all(perm[m] == m for m in range(count) if m not in (i, j))
            (a, sa), (b, sb) = occupied[i], occupied[j]
            (c, sc), (d, sd) = occupied[perm[i]], occupied[perm[j]]
            if rest_fixed and sa == sc and sb == sd:
                total += sign * integrals[a, c, b, d]
    return total


def exact_exchange(integrals, occupied):
    hartree = 0.5 * sum(integrals[a, a, b, b]
                        for a, _ in occupied for b, _ in occupied)
    return determinant_repulsion(integrals, occupied) - hartree


UP, DOWN = 0, 1
plus_minus = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
print(f"alpha_A, alpha_B = {ALPHA_A:.2f}, {ALPHA_B:.2f} bohr^-2")

# One electron and singlet pairs in each Gaussian orbital
for name, alpha in (("A", ALPHA_A), ("B", ALPHA_B)):
    _, _, eri = orbital_system([(0.0, [alpha])])
    for electrons, occupied in ((1, [(0, UP)]), (2, [(0, UP), (0, DOWN)])):
        density = cloud(r, alpha, electrons)
        exact, approx = exact_exchange(eri, occupied), fermi_amaldi(density)
        assert abs(exact - approx) < 1e-8
        print(f"{name}, N={electrons}: U = {hartree_energy(density):.6f}, "
              f"E_x = {exact:.6f}, E_FA = {approx:.6f} hartree")

# Non-Gaussian orbitals: singlet agrees, triplet does not
mol, coeff, eri = orbital_system([(0.0, [ALPHA_A, ALPHA_B])], plus_minus)
points = np.column_stack([r, np.zeros_like(r), np.zeros_like(r)])
orbitals = mol.eval_gto("GTOval_sph", points) @ coeff
assert np.all(orbitals[:, 0] * orbitals[0, 0] >= 0)
mixed_exact = exact_exchange(eri, [(0, UP), (0, DOWN)])
mixed_fa = fermi_amaldi(2 * orbitals[:, 0]**2)
assert abs(mixed_exact - mixed_fa) < 1e-8
triplet_exact = exact_exchange(eri, [(0, UP), (1, UP)])
triplet_fa = fermi_amaldi(orbitals[:, 0]**2 + orbitals[:, 1]**2)
j11, j22, j12 = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
k12 = eri[0, 1, 1, 0]
bracket = j11 + j22 - 2 * j12
assert bracket > 0 and k12 > 0
assert abs(triplet_exact - triplet_fa + bracket / 4 + k12) < 1e-8
assert triplet_exact < triplet_fa - 1e-3
print(f"mixed singlet: E_x = {mixed_exact:.6f}, E_FA = {mixed_fa:.6f} hartree")
print(f"triplet: E_x = {triplet_exact:.6f}, E_FA = {triplet_fa:.6f} hartree")
print(f"triplet J11, J22 = {j11:.6f}, {j22:.6f} hartree")
print(f"triplet J12, K12 = {j12:.6f}, {k12:.6f} hartree")
print(f"triplet E_x - E_FA = {triplet_exact - triplet_fa:.6f} hartree")


# Functional derivative of E_FA at the density of pair B
def pair_b(radius):
    return cloud(radius, ALPHA_B, 2)


density_b = pair_b(r)
potential_fa = -hartree_potential(pair_b, r) / 2
constant = hartree_energy(density_b) / 2**2
added = cloud(r, 0.5, 1)
moved = cloud(r, ALPHA_A, 1) - added
step = 1e-3
for label, change, shift in (("charge moved", moved, 0.0),
                             ("charge added", added, constant)):
    slope = (fermi_amaldi(density_b + step * change)
             - fermi_amaldi(density_b - step * change)) / (2 * step)
    predicted = 4 * np.pi * (w_r @ (r**2 * change * (potential_fa + shift)))
    assert abs(slope - predicted) < 1e-6
    print(f"{label}: dE_FA = {slope:.5f}, from potential {predicted:.5f} hartree")
print(f"constant U/N^2 for pair B = {constant:.6f} hartree")

# Tail of the potential, spherical density
for radius in (1.0, 2.0, 5.0, 10.0):
    value = -hartree_potential(pair_b, radius)[0] / 2
    print(f"r = {radius:4.1f} bohr: v_FA = {value:.6f}, -1/r = {-1 / radius:.6f} hartree")
assert abs(value + 1 / radius) < 1e-9

# Tail for two centres: next term is the quadrupole term, of order r^-3
separation = 10.0
quadrupole = (2 * (separation / 2)**2 + 2 * (-separation / 2)**2) / 4
for radius in (100.0, 200.0):
    v_a = hartree_potential(lambda s: cloud(s, ALPHA_A, 2), radius - separation / 2)[0]
    v_b = hartree_potential(pair_b, radius + separation / 2)[0]
    coefficient = radius**3 * ((v_a + v_b) / 4 - 1 / radius)
    assert abs(coefficient / quadrupole - 1) < 0.01
    print(f"two centres, r = {radius:.0f} bohr: r^3(-v_FA-1/r) = {coefficient:.3f} bohr^2")
print(f"quadrupole moment per electron = {quadrupole:.3f} bohr^2")

# Two distant fragments: exact exchange is additive, Fermi-Amaldi is not
for n_a, n_b in ((2, 2), (1, 2)):
    dens_a, dens_b = cloud(r, ALPHA_A, n_a), cloud(r, ALPHA_B, n_b)
    u_a, u_b = hartree_energy(dens_a), hartree_energy(dens_b)
    parts = fermi_amaldi(dens_a) + fermi_amaldi(dens_b)
    limit_error = (n_b / n_a * u_a + n_a / n_b * u_b) / (n_a + n_b)
    occupied = [(0, UP), (0, DOWN)][:n_a] + [(1, UP), (1, DOWN)]
    print(f"N_A={n_a}, N_B={n_b}: sum of fragments = {parts:.6f} hartree")
    for distance in (10.0, 20.0, 40.0):
        _, _, eri = orbital_system([(0.0, [ALPHA_A]), (distance, [ALPHA_B])])
        exact = exact_exchange(eri, occupied)
        joint = fermi_amaldi(dens_a, dens_b, distance)
        tail = -n_a * n_b / ((n_a + n_b) * distance)
        assert abs(exact - parts) < 1e-7
        assert abs(joint - parts - limit_error - tail) < 1e-7
        print(f" R = {distance:.0f} bohr: E_x = {exact:.6f}, E_FA = {joint:.6f} hartree")
    print(f" error at infinite R = {limit_error:.6f} hartree"
          f" = {limit_error * HARTREE_EV:.3f} eV")

# Identical distant copies of pair B
spacing = 1e6
single = fermi_amaldi(density_b)
print(f"copies of pair B, spacing {spacing:.0e} bohr:")
for copies in (1, 2, 4, 8):
    _, _, eri = orbital_system([(i * spacing, [ALPHA_B]) for i in range(copies)])
    total_fa = -2 * np.einsum("iijj->", eri) / (2 * copies)
    total_exact = -np.einsum("ijji->", eri)
    assert abs(total_fa - single) < 1e-5
    assert abs(total_exact - copies * single) < 1e-7
    print(f" M = {copies}: E_FA = {total_fa:.4f}, per copy {total_fa / copies:.4f},"
          f" E_x = {total_exact:.4f} hartree")

# Stretched singlet bond between two one-electron fragments of type A
distance = 20.0
mol, coeff, eri = orbital_system([(0.0, [ALPHA_A]), (distance, [ALPHA_A])], plus_minus)
one_a = cloud(r, ALPHA_A, 1)
bond_exact = exact_exchange(eri, [(0, UP), (0, DOWN)])
bond_fa = fermi_amaldi(one_a, one_a, distance)
bond_parts = 2 * fermi_amaldi(one_a)
assert abs(bond_exact - bond_fa) < 1e-8
assert abs(bond_exact - bond_parts / 2 + 1 / (2 * distance)) < 1e-8
# Covalent singlet with one electron on each site
_, _, local = orbital_system([(0.0, [ALPHA_A]), (distance, [ALPHA_A])])
covalent_repulsion = local[0, 0, 1, 1] + local[0, 1, 1, 0]
covalent_xc = covalent_repulsion - hartree_energy(one_a, one_a, distance)
kinetic = mol.intor("int1e_kin")
kinetic_bond = 2 * (coeff[:, 0] @ kinetic @ coeff[:, 0])
assert abs(covalent_xc - bond_parts) < 1e-8
assert abs(kinetic_bond - np.trace(kinetic)) < 1e-8
print(f"stretched bond, R = {distance:.0f} bohr: E_x = {bond_exact:.6f},"
      f" E_FA = {bond_fa:.6f} hartree")
print(f" sum of fragments = {bond_parts:.6f} hartree")
print(f" covalent state <V_ee> - U = {covalent_xc:.6f} hartree")
print("OK")
```

Printed output:

```
alpha_A, alpha_B = 1.00, 0.25 bohr^-2
A, N=1: U = 0.564190, E_x = -0.564190, E_FA = -0.564190 hartree
A, N=2: U = 2.256758, E_x = -1.128379, E_FA = -1.128379 hartree
B, N=1: U = 0.282095, E_x = -0.282095, E_FA = -0.282095 hartree
B, N=2: U = 1.128379, E_x = -0.564190, E_FA = -0.564190 hartree
mixed singlet: E_x = -0.824767, E_FA = -0.824767 hartree
triplet: E_x = -0.832825, E_FA = -0.679644 hartree
triplet J11, J22 = 0.824767, 0.569090 hartree
triplet J12, K12 = 0.662359, 0.135896 hartree
triplet E_x - E_FA = -0.153181 hartree
charge moved: dE_FA = -0.06218, from potential -0.06218 hartree
charge added: dE_FA = -0.36938, from potential -0.36938 hartree
constant U/N^2 for pair B = 0.282095 hartree
r =  1.0 bohr: v_FA = -0.682689, -1/r = -1.000000 hartree
r =  2.0 bohr: v_FA = -0.477250, -1/r = -0.500000 hartree
r =  5.0 bohr: v_FA = -0.200000, -1/r = -0.200000 hartree
r = 10.0 bohr: v_FA = -0.100000, -1/r = -0.100000 hartree
two centres, r = 100 bohr: r^3(-v_FA-1/r) = 25.063 bohr^2
two centres, r = 200 bohr: r^3(-v_FA-1/r) = 25.016 bohr^2
quadrupole moment per electron = 25.000 bohr^2
N_A=2, N_B=2: sum of fragments = -1.692569 hartree
 R = 10 bohr: E_x = -1.692569, E_FA = -0.946284 hartree
 R = 20 bohr: E_x = -1.692569, E_FA = -0.896284 hartree
 R = 40 bohr: E_x = -1.692569, E_FA = -0.871284 hartree
 error at infinite R = 0.846284 hartree = 23.029 eV
N_A=1, N_B=2: sum of fragments = -1.128379 hartree
 R = 10 bohr: E_x = -1.128379, E_FA = -0.630856 hartree
 R = 20 bohr: E_x = -1.128379, E_FA = -0.597523 hartree
 R = 40 bohr: E_x = -1.128379, E_FA = -0.580856 hartree
 error at infinite R = 0.564190 hartree = 15.352 eV
copies of pair B, spacing 1e+06 bohr:
 M = 1: E_FA = -0.5642, per copy -0.5642, E_x = -0.5642 hartree
 M = 2: E_FA = -0.5642, per copy -0.2821, E_x = -1.1284 hartree
 M = 4: E_FA = -0.5642, per copy -0.1410, E_x = -2.2568 hartree
 M = 8: E_FA = -0.5642, per copy -0.0705, E_x = -4.5135 hartree
stretched bond, R = 20 bohr: E_x = -0.589190, E_FA = -0.589190 hartree
 sum of fragments = -1.128379 hartree
 covalent state <V_ee> - U = -1.128379 hartree
OK
```
